# Hydroxyl-dependent diffusion of water in silica: verification in Python

```python
"""
Result under test: molecular water (concentration C, diffusivity D_m) in
silica, in local equilibrium S^2 = K*C with immobile, unpaired hydroxyls S,
makes total water W = C + S/2 diffuse with
    D_eff = D_m / (1 + K/(4 S)).
Inseparable hydroxyl pairs P = k_pair*C add k_pair to the denominator.
The simulations solve the reaction-diffusion equations and never use D_eff.
Scaled fields: m = C/C_s, s = S/S_s, p = P/C_s, ratio = C_s/S_s,
where the subscript s marks equilibrium values at the surface.
"""
import numpy as np
from scipy import constants
from scipy.integrate import odeint, solve_ivp, trapezoid, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import gammaln


def effective_diffusivity(d_mol, k_eq, hydroxyl, k_pair=0.0):
    return d_mol / (1 + k_pair + k_eq / (4 * hydroxyl))


def simulate(ratio, rate, d_mol, time, length, k_pair=0.0, s_init=0.0,
             d_hydroxyl=0.0, nodes=301):
    """Return x, s and total water in units of S_s at the final time."""
    x = np.linspace(0, length, nodes)
    dx = x[1]

    def laplacian(f):
        out = np.zeros(nodes)
        out[1:-1] = (f[2:] - 2 * f[1:-1] + f[:-2]) / dx**2
        out[-1] = 2 * (f[-2] - f[-1]) / dx**2
        return out

    def rhs(y, _):
        m, s, p = y.reshape(-1, 3).T
        to_free = rate * (m - s * s)
        to_pair = rate * (k_pair * m - p)
        out = np.empty((nodes, 3))
        out[:, 0] = d_mol * laplacian(m) - to_free - to_pair
        out[0, 0] = 0.0                      # fixed molecular surface value
        out[:, 1] = 2 * ratio * to_free
        if d_hydroxyl:
            out[:, 1] += d_hydroxyl * laplacian(s)
        out[:, 2] = to_pair
        return out.ravel()

    start = np.empty((nodes, 3))
    start[:, 0] = s_init**2
    start[:, 1] = s_init
    start[:, 2] = k_pair * s_init**2
    start[0, 0] = 1.0
    sol, info = odeint(rhs, start.ravel(), [0, time], ml=3, mu=3,
                       rtol=1e-5, atol=1e-7, mxstep=100000, full_output=True)
    assert "successful" in info["message"], info["message"]
    m, s, p = sol[-1].reshape(-1, 3).T
    return x, s, ratio * m + s / 2 + ratio * p


def matano(x, conc, s, time, levels):
    """Boltzmann-Matano diffusivity of conc at given hydroxyl levels."""
    cumulative = cumulative_trapezoid(conc, x, initial=0)
    tail = cumulative[-1] - cumulative
    use = s > 0.15
    slope = np.gradient(conc, x)[use]
    d = (x * conc + tail)[use] / (-2 * time * slope)
    return np.interp(levels, s[use][::-1], d[::-1])


def depth_at(x, s, level):
    return np.interp(level, s[::-1], x[::-1])


# Isotherms from exact sums over all divisions of a fixed amount of water.
def mean_counts(water, sites, weight, groups):
    h = np.arange(water + 1)                 # number of reacted molecules
    n = water - h

    def log_binomial(a, b):
        return gammaln(a + 1) - gammaln(b + 1) - gammaln(a - b + 1)
    logw = (log_binomial(sites, n) + log_binomial(sites, groups * h)
            + h * np.log(weight))
    prob = np.exp(logw - logw.max())
    prob /= prob.sum()
    return prob @ n, prob @ (2 * h)


sites, free_weight = 1e7, 1e-3
n1, h1 = mean_counts(4000, sites, free_weight, 2)
n2, h2 = mean_counts(8000, sites, free_weight, 2)
free_power = np.log(n2 / n1) / np.log(h2 / h1)
assert abs(h1**2 / n1 / (sites * free_weight) - 1) < 0.005
assert abs(free_power - 2) < 0.005
q1, g1 = mean_counts(4000, sites, 2.0, 1)
q2, g2 = mean_counts(8000, sites, 2.0, 1)
pair_power = np.log(q2 / q1) / np.log(g2 / g1)
assert abs(pair_power - 1) < 0.005

# Diffusivity extracted from simulated profiles where 4*S_s = K.
levels = np.array([0.3, 0.6, 0.9])
test_ratio = 0.25
extracted = {}
for pair_constant in (0.0, 2.0):
    x, s, total = simulate(test_ratio, 1e5, 1.0, 1.0, 2.0, pair_constant)
    found = matano(x, total, s, 1.0, levels)
    wanted = effective_diffusivity(1.0, 1 / test_ratio, levels, pair_constant)
    assert np.all(abs(found / wanted - 1) < 0.02), (found, wanted)
    extracted[pair_constant] = (found, wanted)
    if pair_constant == 0.0:
        hydroxyl_only = matano(x, s, s, 1.0, levels)
        assert np.all(hydroxyl_only > wanted)
        assert hydroxyl_only[-1] > 1.1 * wanted[-1]

# Similarity solution for D proportional to S, integrated from the front.
z0 = 1e-3
u0 = z0 / 2 - z0**2 / 8
g0 = u0 * (0.5 - z0 / 4)
front_ode = solve_ivp(
    lambda z, y: [y[1] / y[0], (1 - z) * y[1] / (2 * y[0]), y[0]],
    (z0, 1), [u0, g0, z0**2 / 4], rtol=1e-9, atol=1e-12, dense_output=True)
assert front_ode.success
u_surface, _, area = front_ode.y[:, -1]
front_constant = u_surface**-0.5
uptake_constant = area * u_surface**-1.5
z_tenth = brentq(lambda z: front_ode.sol(z)[0] - 0.1 * u_surface, z0, 1)
tenth_constant = (1 - z_tenth) * front_constant

# Worked example: rough parameters of silica in steam.
temperature, pressure = 1273.0, 760.0        # K, Torr
S_s, C_s = 6e19, 3e17                         # cm^-3
D_m = 3e-8                                   # cm2/s
time, film_nm = 10.0, 2000.0                 # s, nm
K = S_s**2 / C_s
ratio = C_s / S_s
D_um = D_m * 1e8                             # um2/s for the simulations
D_linear = 4 * D_m * S_s / K
diff_length_nm = np.sqrt(D_linear * time) * 1e7
front_nm = front_constant * diff_length_nm
tenth_nm = tenth_constant * diff_length_nm
uptake = uptake_constant * S_s / 2 * diff_length_nm * 1e-7
arrival = (film_nm * 1e-7 / front_constant)**2 / D_linear

x, s, total = simulate(ratio, 1e5, D_um, time, 2.0)
uptake_ref = trapezoid(total, x)
uptake_sim = uptake_ref * S_s * 1e-4
tenth_sim = depth_at(x, s, 0.1) * 1e3
assert abs(uptake_sim / uptake - 1) < 0.02
assert abs(tenth_sim / tenth_nm - 1) < 0.02
example_bias = (matano(x, s, s, time, [0.9])[0]
                / matano(x, total, s, time, [0.9])[0] - 1)

# Quarter pressure: C_s falls by 4 and S_s by 2.
xq, sq, tq = simulate(ratio / 2, 1e5, D_um, time, 2.0)
uptake_power = np.log(uptake_ref / (trapezoid(tq, xq) / 2)) / np.log(4)
depth_power = np.log(depth_at(x, s, 0.1) / depth_at(xq, sq, 0.1)) / np.log(4)
assert abs(uptake_power - 0.75) < 0.015
assert abs(depth_power - 0.25) < 0.015

# Steady permeation: integral of D_eff over total water.
S_grid = np.linspace(S_s * 1e-6, S_s, 20001)
W_grid = S_grid**2 / K + S_grid / 2
permeation = trapezoid(effective_diffusivity(D_m, K, S_grid), W_grid)
assert abs(permeation / (D_m * C_s) - 1) < 1e-4

# Sizes of neglected effects.
slow_uptake = {}
for rate in (1e3, 1e1):
    xr, sr, tr = simulate(ratio, rate, D_um, time, 3.0)
    slow_uptake[rate] = trapezoid(tr, xr) / uptake_ref
assert slow_uptake[1e1] < 0.85
initial_s = 0.05
xb, sb, tb = simulate(ratio, 1e5, D_um, time, 2.0, s_init=initial_s)
initial_total = ratio * initial_s**2 + initial_s / 2
background_change = trapezoid(tb - initial_total, xb) / uptake_ref - 1
mobile_fraction = 0.01
xh, sh, th = simulate(ratio, 1e5, D_um, time, 2.0,
                      d_hydroxyl=mobile_fraction * D_linear * 1e8)
mobility_change = trapezoid(th, xh) / uptake_ref - 1
density, molar_mass = 2.2, 60.08             # g/cm3, g/mol
silica_units = density * constants.N_A / molar_mass
oxygen_loss = S_s / 2 / (2 * silica_units)
growth_nm_h = (permeation / (film_nm * 1e-7) / (2 * silica_units)
               * 1e7 * 3600)
trial_pair = 10.0
D_surface = effective_diffusivity(D_m, K, S_s)
pair_change = effective_diffusivity(D_m, K, S_s, trial_pair) / D_surface - 1
activation = 0.8                             # eV, rough
k_ev = constants.k / constants.e
heat_change = np.exp(activation / k_ev
                     * (1 / temperature - 1 / (temperature + 10))) - 1

print(f"Isotherm power of C in S, free hydroxyls: {free_power:.4f}")
print(f"Isotherm power of C in S, fixed pairs: {pair_power:.4f}")
print("Test case 4 S_s = K; diffusivities in units of D_m")
for pair_constant, (found, wanted) in extracted.items():
    for lev, a, b in zip(levels, found, wanted):
        print(f"k_pair {pair_constant:.0f}, S/S_s {lev:.1f}: "
              f"simulated {a:.4f}, formula {b:.4f}")
print(f"Matano from S alone, S/S_s 0.9, k_pair 0: {hydroxyl_only[-1]:.4f}")
print(f"Similarity front constant: {front_constant:.4f}")
print(f"Similarity uptake constant: {uptake_constant:.4f}")
print(f"Uptake constant for constant D: {2 / np.sqrt(np.pi):.4f}")
print(f"Temperature: {temperature:.0f} K; steam: {pressure:.0f} Torr")
print(f"Surface hydroxyl S_s: {S_s:.2e} cm^-3")
print(f"Surface molecular water C_s: {C_s:.2e} cm^-3")
print(f"Molecular diffusivity D_m: {D_m:.2e} cm2/s")
print(f"Equilibrium constant K: {K:.3e} cm^-3")
print(f"Ratio 4 S_s/K: {4 * S_s / K:.4f}")
for lev in (0.1, 0.5, 1.0):
    value = effective_diffusivity(D_m, K, lev * S_s)
    print(f"D_eff at S = {lev * S_s:.1e} cm^-3: {value:.3e} cm2/s")
print(f"Dilute-limit surface diffusivity D_s: {D_linear:.3e} cm2/s")
print(f"Exposure: {time:.0f} s; film: {film_nm:.0f} nm")
print(f"Diffusion length sqrt(D_s t): {diff_length_nm:.1f} nm")
print(f"Front depth, similarity: {front_nm:.0f} nm")
print(f"Depth at S = 0.1 S_s, similarity: {tenth_nm:.0f} nm")
print(f"Depth at S = 0.1 S_s, simulated: {tenth_sim:.0f} nm")
print(f"Water uptake, similarity: {uptake:.3e} cm^-2")
print(f"Water uptake, simulated: {uptake_sim:.3e} cm^-2")
print(f"Arrival time at silicon: {arrival:.1f} s")
print(f"Pressure power of uptake, simulated: {uptake_power:.4f}")
print(f"Pressure power of depth, simulated: {depth_power:.4f}")
print(f"Permeation integral: {permeation:.3e} cm^-1 s^-1")
print(f"Transport-limited oxide growth: {growth_nm_h:.1f} nm/h")
print(f"Bias of Matano from S alone at 0.9 S_s: {100 * example_bias:.2f} %")
for rate, fraction in slow_uptake.items():
    reach = np.sqrt(D_m / rate) * 1e7
    lag = K / (4 * rate * S_s)
    print(f"k_f {rate:.0f} s^-1: reach {reach:.0f} nm, filling time "
          f"{lag:.2f} s, uptake ratio {fraction:.3f}")
print(f"Initial S = {initial_s:.2f} S_s, net uptake change: "
      f"{100 * background_change:.1f} %")
print(f"Hydroxyl diffusivity {mobile_fraction:.2f} D_s, uptake change: "
      f"{100 * mobility_change:.2f} %")
print(f"Trial k_pair {trial_pair:.0f}, surface D_eff change: "
      f"{100 * pair_change:.1f} %")
print(f"Bridging oxygen consumed at surface: {100 * oxygen_loss:.3f} %")
print(f"D_eff change for +10 K at {activation:.1f} eV: "
      f"{100 * heat_change:.1f} %")
print("no test failed")
```

Output:

```
Isotherm power of C in S, free hydroxyls: 2.0006
Isotherm power of C in S, fixed pairs: 1.0002
Test case 4 S_s = K; diffusivities in units of D_m
k_pair 0, S/S_s 0.3: simulated 0.2308, formula 0.2308
k_pair 0, S/S_s 0.6: simulated 0.3750, formula 0.3750
k_pair 0, S/S_s 0.9: simulated 0.4737, formula 0.4737
k_pair 2, S/S_s 0.3: simulated 0.1579, formula 0.1579
k_pair 2, S/S_s 0.6: simulated 0.2143, formula 0.2143
k_pair 2, S/S_s 0.9: simulated 0.2432, formula 0.2432
Matano from S alone, S/S_s 0.9, k_pair 0: 0.6728
Similarity front constant: 1.6161
Similarity uptake constant: 0.8875
Uptake constant for constant D: 1.1284
Temperature: 1273 K; steam: 760 Torr
Surface hydroxyl S_s: 6.00e+19 cm^-3
Surface molecular water C_s: 3.00e+17 cm^-3
Molecular diffusivity D_m: 3.00e-08 cm2/s
Equilibrium constant K: 1.200e+22 cm^-3
Ratio 4 S_s/K: 0.0200
D_eff at S = 6.0e+18 cm^-3: 5.988e-11 cm2/s
D_eff at S = 3.0e+19 cm^-3: 2.970e-10 cm2/s
D_eff at S = 6.0e+19 cm^-3: 5.882e-10 cm2/s
Dilute-limit surface diffusivity D_s: 6.000e-10 cm2/s
Exposure: 10 s; film: 2000 nm
Diffusion length sqrt(D_s t): 774.6 nm
Front depth, similarity: 1252 nm
Depth at S = 0.1 S_s, similarity: 1154 nm
Depth at S = 0.1 S_s, simulated: 1151 nm
Water uptake, similarity: 2.062e+15 cm^-2
Water uptake, simulated: 2.071e+15 cm^-2
Arrival time at silicon: 25.5 s
Pressure power of uptake, simulated: 0.7515
Pressure power of depth, simulated: 0.2492
Permeation integral: 9.000e+09 cm^-1 s^-1
Transport-limited oxide growth: 36.7 nm/h
Bias of Matano from S alone at 0.9 S_s: 1.11 %
k_f 1000 s^-1: reach 55 nm, filling time 0.05 s, uptake ratio 0.998
k_f 10 s^-1: reach 548 nm, filling time 5.00 s, uptake ratio 0.728
Initial S = 0.05 S_s, net uptake change: -3.4 %
Hydroxyl diffusivity 0.01 D_s, uptake change: 0.84 %
Trial k_pair 10, surface D_eff change: -16.4 %
Bridging oxygen consumed at surface: 0.068 %
D_eff change for +10 K at 0.8 eV: 5.8 %
no test failed
```
